Coordination-number bias: switch, forces and cell stress

Six atoms sit in a periodic cell, and C is the mean coordination number of two of them. The sum Σ_k r_k·∂C/∂r_k over the atoms is 5.34. If one atom is replaced by its periodic image in another cell, which changes nothing physical, the same sum becomes −0.05. The quantity that fixes the pressure of a bias on C is −8.23 in both descriptions. A variable-cell simulation that used the first number would get even the sign of the bias pressure wrong.

This guide concerns the setting that restrains or drives a coordination number during molecular dynamics. The user chooses two exponents, a reference distance, a cutoff and a bias strength. The code must turn them into an energy, forces and a stress that belong together. Lengths are in bohr and energies in hartree.

**What the setting defines**

For a pair at distance r, let x = r/r0. The rational switch is

s(x) = (1 − x^n)/(1 − x^m), with integers 2 ≤ n < m.

It counts a close neighbour as nearly one and a distant atom as nearly zero. For small x the numerator gives s ≈ 1 − x^n, because x^m is smaller still. For large x the highest powers dominate and s ≈ x^−(m−n). Thus n controls how flat the switch is at short range, and m − n how fast it decays.

At r = r0 the formula reads 0/0. The cure is to divide out the common factor. Define

P_k(x) = 1 + x + x² + … + x^(k−1).

In (1 − x)P_k = P_k − xP_k all intermediate powers cancel, leaving 1 − x^k. For x ≠ 1, therefore,

s(x) = (1 − x)P_n / [(1 − x)P_m] = P_n(x)/P_m(x).

The right-hand side is smooth for all x ≥ 0, since P_m ≥ 1 there. It supplies the missing value at x = 1, where P_k(1) = k:

s(1) = n/m.

So r0 is the half-height distance when m = 2n, but not for other exponents. In the example n = 8 and m = 14, and s(1) = 8/14 = 0.571.

The switch decreases for every x > 0. To see this, split P_m = P_n + x^n P_(m−n) and write

1/s = 1 + q, q = x^n P_(m−n)/P_n.

For a sum of powers with positive coefficients, x times its logarithmic derivative is a weighted average of its exponents. The exponents in the numerator of q are at least n, and those in the denominator are at most n − 1. Hence x d(ln q)/dx ≥ 1, so q grows and s falls. Together with the sign of V′, this fixes the direction of every pair force below.

**The slope, including the point r = r0**

Differentiating s P_m = P_n gives s′P_m + sP_m′ = P_n′, so

s′ = (P_n′ − sP_m′)/P_m.

At x = 1, P_k′(1) = 0 + 1 + … + (k − 1) = k(k − 1)/2. Therefore

s′(1) = [n(n − 1)/2 − (n/m) m(m − 1)/2]/m
= n[(n − 1) − (m − 1)]/(2m)
= n(n − m)/(2m).

For the example this is 8·(−6)/28 = −1.714.

Both P_k and its slope come from one short loop. Start with value = 0 and slope = 0, and repeat k times:

slope ← slope·x + value
value ← value·x + 1

The second line is P_(j+1) = xP_j + 1. Its derivative, P_(j+1)′ = xP_j′ + P_j, is the first line. The slope is updated first because it needs the old value.

The case m = 2n is simpler. Since 1 − x^(2n) = (1 − x^n)(1 + x^n),

s = 1/(1 + x^n), s′ = −n x^(n−1)/(1 + x^n)².

At x = 1 this gives −n/4, in agreement with the general result.

Treating the point x = 1 separately does not cure the original quotient, because its neighbourhood is also affected. The quotient rule gives

s′ = [−n x^(n−1)(1 − x^m) + m x^(m−1)(1 − x^n)]/(1 − x^m)².

Let δ = x − 1. The denominator is about m²δ². The two terms in the numerator are each of size nmδ, but their sum is of size δ². For δ above about 10⁻⁹, the differences 1 − x^m and 1 − x^n carry absolute rounding errors of about u ≈ 10⁻¹⁶, independent of δ. The resulting error in s′ is roughly

(n + m)u/(m²δ²).

For δ = 10⁻⁷ this estimate is about 10⁻³. The largest error found between δ = 10⁻⁷ and 2·10⁻⁷ is 8.8·10⁻⁴, against 1.1·10⁻¹⁵ for the factored form. Two decades further from x = 1 the quotient-rule error is 5.6·10⁻⁸, which is consistent with the 1/δ² growth. The growth stops near δ ≈ 10⁻⁹, where the error is already as large as s′ itself. Closer still, x^k rounds to 1 + kδ, the differences become −nδ and −mδ, and the quotient rule returns n(n − m)/m, twice the true slope: for δ = 10⁻¹⁰ and 10⁻¹² the error is 1.71.

**The cutoff is part of the definition**

The sum over neighbours needs a finite range rc. Cutting s off directly would make the energy jump whenever an atom crossed rc. With s_c = s(rc/r0), use instead

f(r) = (s − s_c)/(1 − s_c) for r < rc, and f(r) = 0 for r ≥ rc.

This keeps f(0) = 1 and makes f continuous at rc. The denominator is positive because s decreases from one. The chain rule gives

f′(r) = s′(x)/[r0(1 − s_c)].

The slope is still discontinuous at rc. For r0 = 4 and rc = 10.6 bohr, s_c = 0.00289, and f′ just inside is −0.00164 per bohr. Outside it is zero. The energy is continuous, but the force has a small step.

The large-x form shows how to reduce the step. With p = m − n, s ≈ x^−p and f′ ≈ −(p/rc)(r0/rc)^p. Doubling rc at fixed r0 then reduces the step by about 2^(p+1), which is 128 for p = 6.

The cutoff also changes C itself. For a uniform density ρ beyond rc, the neglected tail is approximately

∫ from rc to ∞ of 4πr²ρ(r0/r)^p dr = 4πρ r0^p rc^(3−p)/(p − 3).

This converges for p > 3. For p ≤ 3, C would grow without limit as the cutoff is enlarged. With the mean density of the example, 6/990 per bohr³, and p = 6, the tail is about 0.09. The shift lowers each term inside the cutoff by s − f = s_c(1 − f). Summed over about (4π/3)ρrc³ ≈ 30 neighbours, this is s_c(30 − C) = 0.00289·(30 − 2.09), another 0.08. These are uniform-density estimates, but they are not negligible beside C = 2.09. A target value should therefore be chosen with the same cutoff that will be used in the run.

**From pairs to a coordination number**

Let group A contain N_A atoms whose neighbours are counted, and let B contain the atoms that count as neighbours. The groups may overlap. Then

C = (1/N_A) Σ_(i∈A) Σ_(j∈B) Σ_L f(|d|), d = r_j − r_i + L.

L runs over all lattice translations, and the zero vector (i = j with L = 0) is left out. An atom may count its own periodic images as neighbours. If two atoms belong to both groups, their pair is counted once from each side.

The nearest image alone is not enough when rc exceeds half the shortest lattice translation, which in a skewed cell can be much shorter than the cell edges. To bound the search, let the rows of h be the lattice vectors and write d = t h, with fractional components t_α. Projecting d on the normal to the other two lattice vectors gives a length |t_α|H_α, where H_α is the height of the cell in that direction. A projection cannot exceed |d|, so every pair inside the cutoff obeys

|t_α| ≤ rc/H_α.

First reduce the fractional separation of the two atoms to the range −½ to ½. The integer translations then satisfy |n_α| ≤ rc/H_α + ½. Searching up to the next integer above this bound is safe, also for a skewed cell.

**Forces from the bias**

For a harmonic restraint,

V(C) = κ(C − C0)²/2, V′(C) = κ(C − C0).

The derivation below holds for any differentiable V(C). A bias that also depends explicitly on time or on the cell needs further terms for its work or stress.

From r² = d·d one obtains 2r δr = 2d·δd, hence

δr = d·δd/r.

Moving atom j gives δd = δr_j, and moving atom i gives δd = −δr_i. Each pair therefore contributes

g = f′(r)d/(r N_A)

to ∂C/∂r_j and −g to ∂C/∂r_i. The force on atom k is

F_k = −V′(C) ∂C/∂r_k.

The total bias force is zero because the contributions come in opposite pairs. If i = j and L ≠ 0, both go to the same atom and cancel there.

In the example κ = 0.05 and C0 = 3, while the geometry gives C = 2.0857. Thus

V′ = 0.05·(2.0857 − 3) = −0.0457 hartree,
V = 0.025·(0.9143)² = 0.0209 hartree.

Coordination is too low. Since V′ and f′ are both negative, the force on j points along −d, towards i: the bias pulls neighbours in.

Atoms 0 and 2 are separated by (4, 0, 0) bohr, so this pair lies at the singular point of the original formula. Its slope is

f′ = −1.714/(4·0.9971) = −0.430 per bohr.

Atom 2 is not in A, so the pair is counted once. It pulls atom 2 with

F_x = −(−0.0457)(−0.430)/2 = −0.0098 hartree/bohr.

The total x-force on atom 2 is −0.0058 hartree/bohr. The other pairs therefore contribute about +0.004 and cancel part of the pull.

**Stress from the bias**

Let a small strain ε act on atoms and lattice vectors together, so that every separation changes by

δd_a = Σ_b ε_ab d_b.

The lengths r0 and rc stay fixed, as do κ and C0. Inserting δd into δr = d·δd/r gives

δr = Σ_ab ε_ab d_a d_b/r.

The strain derivative of C, here called the cell virial, is therefore

Ξ_ab = ∂C/∂ε_ab = (1/N_A) Σ f′(r)d_a d_b/r,

where the sum covers the same pairs as C. It is symmetric because each term is. With cell volume Ω and stress defined as positive under tension,

σ_ab = (1/Ω) ∂V/∂ε_ab = V′(C)Ξ_ab/Ω.

For an isotropic strain ε_ab = η δ_ab, the volume changes by 3Ωη to first order and the energy by Ω η tr σ. The pressure follows:

P = −dV/dΩ = −tr σ/3 = −V′(C) tr Ξ/(3Ω).

With tr Ξ = −8.228 and Ω = 990 bohr³,

P = −(−0.0457)(−8.228)/(3·990)
= −1.27·10⁻⁴ hartree/bohr³ = −3.73 GPa.

The sign has the same meaning as for the forces: shrinking the cell would raise C towards its target, so the bias pulls the cell inwards. In constant-pressure dynamics this stress must be added to the physical stress. Otherwise the atoms move on the biased energy surface while the cell responds to the unbiased one.

The fixed lengths matter. If r0 and rc were scaled with an isotropically expanding cell, every x would stay the same, C would not change, and the virial above would not be its strain derivative.

Some cell integrators need the derivative with respect to h at fixed fractional coordinates. From d_b = Σ_α t_α h_αb,

G_αb = ∂C/∂h_αb = (1/N_A) Σ f′(r)t_α d_b/r.

Multiplying by h_αa and summing over α turns t_α into d_a, so h^T G = Ξ, and

G = h^(−T) Ξ.

The energy derivative is V′(C)G. Here a row index of h labels a lattice vector; for vectors stored as columns the matrices must be transposed.

**Why the sum over atoms fails**

The opening numbers can now be explained. Insert d_a = (r_j − r_i)_a + L_a for one of the two factors in Ξ_ab:

Ξ_ab = Σ_k r_(k,a) ∂C/∂r_(k,b) + (1/N_A) Σ f′(r)L_a d_b/r.

The first term is the sum over atoms, obtained by collecting the pair gradients. The second contains the lattice translations. It is missing if the virial is built from atomic positions and forces alone.

The first term also depends on which image represents an atom. Moving atom k by a lattice vector R leaves all gradients unchanged but adds R·∂C/∂r_k to the trace. In the example atom 1 is moved by R = −(10, 9.5, 11) bohr, minus the sum of the three lattice vectors. Dividing its force by −V′ = 0.0457 gives

∂C/∂r_1 = (0.1539, 0.0479, 0.3083) per bohr.

The change in the trace is

−(10·0.1539 + 9.5·0.0479 + 11·0.3083) = −5.39,

which takes 5.34 to −0.05. Used in the pressure formula, the value 5.34 would give +2.4 GPa instead of −3.7 GPa.

Self-images reveal a subtler omission. They contribute 0.0115 to C and −0.138 to tr Ξ, but no force. Leaving them out of the virial alone produces a stress error of up to 4.1·10⁻⁶ hartree/bohr³, about 2% of the largest stress component. For this harmonic bias, a force check with the correct C cannot detect it.

**An implementation in order**

1. For each pair in A × B, reduce the separation, generate the required translations, and keep 0 < r < rc.
2. Evaluate s and s′ from P_n and P_m, then f and f′.
3. Add f/N_A to C. Add g to the gradient of j and −g to that of i. Add the product d_a g_b to Ξ_ab.
4. After the pair sum is complete, evaluate V and V′ from C.
5. Multiply the gradients by −V′ to obtain forces, and Ξ by V′/Ω to obtain the stress.

Step 4 cannot be merged into the pair loop, because V′ depends on the complete coordination number.

**Checking with finite differences**

The reference energy should be coded separately, from the original quotient and a plain image sum. Otherwise a mistake in C could enter both sides. For a displacement or strain parameter z, the central difference with step τ is

D(τ) = [V(τ) − V(−τ)]/(2τ) = V_z + τ²V_zzz/6 + O(τ⁴),

where subscripts denote derivatives at z = 0. The even terms cancel. Combining two steps removes the τ² error:

[4D(τ) − D(2τ)]/3
= {8[V(τ) − V(−τ)] − [V(2τ) − V(−2τ)]}/(12τ)
= V_z + O(τ⁴).

For forces, move one atomic coordinate at fixed cell. For stress, strain atoms and cell together and divide by the undeformed volume. For G, change one entry of h at fixed fractional coordinates. Each strain component should be varied separately; a volume change alone tests the trace and says nothing about shear.

With steps of 10⁻³ bohr for lengths and 10⁻⁴ for strain, the largest deviations are 2.5·10⁻¹⁴ hartree/bohr for the forces and 2.7·10⁻¹⁶ hartree/bohr³ for the stress. The largest components themselves are about 1.4·10⁻² and 1.7·10⁻⁴ in the same units.

The simple difference D offers a second test. Its force error falls from 1.96·10⁻⁸ to 4.89·10⁻⁹ hartree/bohr when the step is halved, a ratio of 4.00, as the τ² term requires. A wrong analytic force would leave a difference that does not vanish with τ, and the ratio would approach one.

No pair may cross rc during these steps, because the two sides of the difference would then sample different slopes. Here the closest pair is 0.076 bohr from the cutoff, while the steps change distances by only about 0.002 bohr. If a check fails for a few atoms, inspect this margin before searching for a sign error.

A check of the periodic sum needs no differences. A simple cubic crystal described by one atom or by eight must give the same C and Ξ. Both descriptions give C = 1.773 and Ξ_xx = −3.278 at an edge of 5 bohr. The larger cell has eight times the volume, so at equal V′ its bias stress is one eighth as large. A bias on a mean coordination number thus has a stress that depends on the size of the simulated cell.

**Choosing the parameters**

Place r0 where the count should change, between the neighbours to be included and those to be excluded. Remember that the switch equals n/m there. The slope at r0, before the small cutoff correction, is −n(m − n)/(2m r0). Raising both exponents in proportion sharpens the distinction between shells but concentrates the force in a narrower range. Raising n alone beyond m/2 makes the slope at r0 smaller.

A sharp switch also affects the time step. At C = C0, where V′ = 0, the second derivatives of V are κ times products of two gradients of C. In mass-weighted coordinates this matrix has one nonzero eigenvalue, the squared frequency of the bias taken alone:

ω² = κ Σ_k |∂C/∂r_k|²/M_k,

where M_k is the mass of atom k. If this frequency rivals the fastest physical vibration, reduce κ or shorten the time step. A softer switch helps when pairs near r0 dominate the gradient, but it can steepen the switch elsewhere: going from exponents 8, 14 to 4, 7 halves |s′| at x = 1 and raises it from 0.53 to 0.75 at x = 0.7. The pair 4, 7 also has p = 3, so C then keeps growing with the cutoff: for the example geometry it is 3.21 at rc = 10.6 bohr and 6.38 at twice that range, and the target must be chosen anew. Away from C0 the curvature of C adds further terms.

A soft tail has a use as well. An atom far beyond r0 feels a force that falls as r^−(m−n+1), and beyond rc it feels none. A restraint exerts no direct force on an atom outside the cutoff, however large κ is. If the bias is meant to bring in such an atom, start with the atom inside the range or use a distance as the driven variable.

The example is a model geometry without an electronic energy, so its numbers describe the bias alone. In a first-principles run, bias forces and stress are added to those of the electronic calculation. They depend on nuclear positions and the cell, and do not alter the electronic problem at a given geometry. The complete force and stress components are in the numerical output below.

Values computed for the example and the checks

```
exponents n, m: 8, 14
r0, cutoff: 4.0, 10.6 bohr
kappa: 0.05 hartree; target C0: 3.0
lattice vector 1: [10.  0.  0.] bohr
lattice vector 2: [1. 9. 0.] bohr
lattice vector 3: [-1.   0.5 11. ] bohr
position of atom 0: [1. 1. 1.] bohr
position of atom 1: [9.  8.  9.5] bohr
position of atom 2: [5. 1. 1.] bohr
position of atom 3: [1.5 5.  2. ] bohr
position of atom 4: [4.5 4.  6. ] bohr
position of atom 5: [8.  5.  7.5] bohr
s at r0: 0.571429; ds/dx at r0: -1.714286
distance of atoms 0 and 2: 4.000000 bohr
distance of atom 0 and image of atom 1: 4.062019 bohr
s at cutoff: 2.886335e-03; df/dr just inside: -1.637609e-03 1/bohr
max ds/dx error, x-1 from 1e-03: textbook 4.8e-12, factored 1.6e-15
max ds/dx error, x-1 from 1e-05: textbook 5.6e-08, factored 2.0e-15
max ds/dx error, x-1 from 1e-07: textbook 8.8e-04, factored 1.1e-15
volume: 990.000 bohr^3
coordination C: 2.08574647
bias energy: 2.08964880e-02 hartree
V'(C): -4.57126765e-02 hartree
force on atom 0: -1.167005e-03 -5.127558e-03 -9.980786e-03 hartree/bohr
force on atom 1:  7.036907e-03  2.190951e-03  1.409280e-02 hartree/bohr
force on atom 2: -5.760031e-03 -1.773549e-03 -2.004413e-03 hartree/bohr
force on atom 3: -3.266451e-03 -6.524645e-04 -9.125584e-03 hartree/bohr
force on atom 4: -3.483321e-05 -2.440120e-04  3.134624e-04 hartree/bohr
force on atom 5:  3.191413e-03  5.606633e-03  6.704520e-03 hartree/bohr
cell virial Xi, row x: -2.458704 -0.520044 -0.808984
cell virial Xi, row y: -0.520044 -3.661358 -0.704512
cell virial Xi, row z: -0.808984 -0.704512 -2.108124
stress row x:  1.135292e-04  2.401274e-05  3.735437e-05 hartree/bohr^3
stress row y:  2.401274e-05  1.690611e-04  3.253045e-05 hartree/bohr^3
stress row z:  3.735437e-05  3.253045e-05  9.734140e-05 hartree/bohr^3
bias pressure: -1.266439e-04 hartree/bohr^3 = -3.725992 GPa
pressure from volume difference: -1.266439e-04 hartree/bohr^3
steps: 1e-03 bohr for lengths, 1e-04 for strain
smallest distance of a pair from cutoff: 0.076217 bohr
max force deviation: 2.5e-14 hartree/bohr
max stress deviation: 2.7e-16 hartree/bohr^3
max cell-gradient deviation: 4.1e-14 hartree/bohr
2nd-order force error, steps 2e-3, 1e-3 bohr: 1.957e-08, 4.893e-09 hartree/bohr
ratio of these errors: 4.0000
self-image part of C: 0.011511; of trace Xi: -0.138324
max stress error without self-images: 4.064e-06 hartree/bohr^3
trace of Xi: -8.228186
trace of atomic sum: 5.339243; atom 1 moved to image: -0.046657
simple cubic, edge 5.0 bohr: C 1.773254 (1 atom), 1.773254 (8 atoms)
simple cubic Xi_xx: -3.277504 (1 atom), -3.277504 (8 atoms)
```
